# Rosenfeld Optical Rotation and the Zero Sum of Rotational Strengths

## 1. What symmetry fixes

Consider a sample of randomly oriented molecules in a light wave that varies little across one molecule. To first order in that variation, the mean induced electric dipole is linear in the field $E_a$ and its gradients $\partial_bE_c$. Its coefficients are averages over all rotations, so they are unchanged by rotation.

A rank-two tensor with this property is a multiple of $\delta_{ab}$. For a rank-three tensor $T_{abc}$, half-turns about $x$, $y$ and $z$ remove every component except those in which each axis occurs once. A quarter-turn about $z$ then gives $T_{xyz}=-T_{yxz}$, and likewise for the other axes, so $T_{abc}\propto\epsilon_{abc}$. Therefore

$$\bar{\boldsymbol\mu}=\alpha\mathbf E+G\,\nabla\times\mathbf E=\alpha\mathbf E-G\,\dot{\mathbf B}. \tag{1}$$

The dipole is a polar vector and $\mathbf B$ an axial one, so $G$ changes sign under reflection. The scalar product of a polar and an axial molecular vector behaves in the same way, and the simplest candidates are the electric moment $\boldsymbol\mu$ and the magnetic moment $\mathbf m$. Dimensions then suggest $G\sim\mu m/(\hbar\omega_n^2)$ and a rotation per length of order $\mu_0\omega^2NG$, with $N$ the number density. The derivation supplies the factors and signs:

$$\frac{\varphi}{l}=\frac{2\mu_0N}{3\hbar}\sum_{n\ne0}\frac{\omega^2R_n}{\omega_n^2-\omega^2},\qquad R_n=\mathrm{Im}\,(\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}),\qquad \sum_nR_n=0. \tag{2}$$

Here $\hbar\omega_n=E_n-E_0$ and $A_{0n}=\langle0|A|n\rangle$. The angle $\varphi$ is positive when the polarization turns clockwise for an observer facing the source. Units are SI, and complex fields carry $e^{-i\omega t}$.

The assumptions are a nondegenerate singlet ground state, fixed nuclei, a spin-free Hamiltonian with local potentials, no static magnetic field, light away from resonance, and a sample dilute enough that the field at a molecule is the mean field.

## 2. Coupling to the field

Put the origin in the molecule and evaluate fields and gradients there. To first order in the gradients, suitable potentials are

$$\phi=-r_aE_a-\tfrac12r_ar_b\partial_aE_b,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r .$$

They reproduce the fields. First, $\nabla\times\mathbf A=\mathbf B$. Second, Faraday's law $\dot{\mathbf B}=-\nabla\times\mathbf E$ gives

$$-\partial_c\phi-\dot A_c=E_c+\tfrac12r_a(\partial_aE_c+\partial_cE_a)+\tfrac12r_a(\partial_aE_c-\partial_cE_a)=E_c+r_a\partial_aE_c .$$

An electron of charge $-e$ has the Hamiltonian $(\mathbf p+e\mathbf A)^2/2m_e-e\phi+V$. Since $\nabla\cdot\mathbf A=0$, the term linear in $\mathbf A$ is $(e/m_e)\mathbf A\cdot\mathbf p=(e/2m_e)\mathbf B\cdot(\mathbf r\times\mathbf p)$. Summed over electrons, the linear coupling is

$$H'=-\boldsymbol\mu\cdot\mathbf E-\mathbf m\cdot\mathbf B-\tfrac12Q_{ab}\partial_aE_b, \tag{3}$$

with $\boldsymbol\mu=-e\sum\mathbf r$, $\mathbf m=-(e/2m_e)\sum\mathbf L$ and $Q_{ab}=-e\sum r_ar_b$. Fixed nuclei add only constants, which cause no transitions. The $\mathbf A^2$ term gives a magnetic response to $\mathbf B$, which is of second order in molecular size over wavelength and is dropped. The response of $\mathbf m$ to $\mathbf B$ through $-\mathbf m\cdot\mathbf B$ is of the same order and is dropped too.

The quadrupole term is of the same order as the magnetic one. It disappears only on averaging: the response of $\mu_c$ to $\partial_aE_b$ through $Q_{ab}$ is symmetric in $a,b$, while its average must be proportional to $\epsilon_{cab}$, so it is zero. The quadrupole induced by $\mathbf E$ averages to zero for the same reason. In an oriented sample both must be kept.

## 3. Linear response

Let $H'=-Bf(t)$, where $B$ is any Hermitian operator and $f=f_0e^{-i\omega t}+f_0^*e^{i\omega t}$ is turned on slowly. Write the state, apart from the phase $e^{-iE_0t/\hbar}$, as $|0\rangle+\sum_nc_ne^{-i\omega_nt}|n\rangle$. To first order $i\hbar\dot c_n=-B_{n0}f e^{i\omega_nt}$, so

$$c_n=\frac{B_{n0}}{\hbar}\left[\frac{f_0e^{i(\omega_n-\omega)t}}{\omega_n-\omega}+\frac{f_0^*e^{i(\omega_n+\omega)t}}{\omega_n+\omega}\right].$$

The change of $\langle A\rangle$ is $\sum_nA_{0n}c_ne^{-i\omega_nt}$ plus its complex conjugate. Its part in $e^{-i\omega t}$ is $\chi_{AB}f_0e^{-i\omega t}$, where

$$\chi_{AB}=\frac1\hbar\sum_{n\ne0}\left[\frac{A_{0n}B_{n0}}{\omega_n-\omega}+\frac{B_{0n}A_{n0}}{\omega_n+\omega}\right]. \tag{4}$$

Without a static magnetic field the eigenfunctions can be chosen real, also within degenerate levels. Then $\boldsymbol\mu_{0n}=\boldsymbol\mu_{n0}$ is real. Because $\mathbf L=-i\hbar\,\mathbf r\times\nabla$, $\mathbf m_{n0}$ is imaginary, and Hermiticity gives $\mathbf m_{0n}=-\mathbf m_{n0}$. Set $(\mu_a)_{0n}(m_b)_{n0}=i\rho^n_{ab}$, so that $R_n=\rho^n_{aa}$. The second numerator in (4) is then $-i\rho^n_{ab}$, and

$$\chi_{\mu_am_b}=\frac i\hbar\sum_n\rho^n_{ab}\left[\frac1{\omega_n-\omega}-\frac1{\omega_n+\omega}\right]=\frac{2i\omega}\hbar\sum_n\frac{\rho^n_{ab}}{\omega_n^2-\omega^2}.$$

Exchanging the operators reverses the sign. Averaging replaces $\rho^n_{ab}$ by $\delta_{ab}R_n/3$, hence

$$\bar{\boldsymbol\mu}=\alpha\mathbf E+i\omega G\mathbf B,\qquad \bar{\mathbf m}=-i\omega G\mathbf E,\qquad G=\frac2{3\hbar}\sum_{n\ne0}\frac{R_n}{\omega_n^2-\omega^2}. \tag{5}$$

Since $-i\omega$ stands for a time derivative, these are $-G\dot{\mathbf B}$ and $+G\dot{\mathbf E}$, in agreement with (1). The same steps with $\boldsymbol\mu$ in both places give $\alpha=(2/3\hbar)\sum_n\omega_n|\boldsymbol\mu_{0n}|^2/(\omega_n^2-\omega^2)$.

## 4. From the molecule to the rotation

With $g=NG$ and $\varepsilon=\varepsilon_0+N\alpha$, the definitions $\mathbf D=\varepsilon_0\mathbf E+N\bar{\boldsymbol\mu}$ and $\mathbf H=\mathbf B/\mu_0-N\bar{\mathbf m}$ become

$$\mathbf D=\varepsilon\mathbf E+i\omega g\mathbf B,\qquad \mathbf H=\mathbf B/\mu_0+i\omega g\mathbf E .$$

Take $\mathbf E\propto(\hat x+i\sigma\hat y)e^{i(kz-\omega t)}$ with $\sigma=\pm1$. For $\sigma=+1$ the real field at fixed $z$ is $(\cos\omega t,\sin\omega t)$. It turns counterclockwise for an observer facing the source, which is left circular polarization. Since $\hat z\times(\hat x+i\sigma\hat y)=-i\sigma(\hat x+i\sigma\hat y)$, Faraday's law $k\hat z\times\mathbf E=\omega\mathbf B$ gives $\mathbf B=-i\sigma(k/\omega)\mathbf E$. Therefore

$$\mathbf H=\left[-\frac{i\sigma k}{\mu_0\omega}+i\omega g\right]\mathbf E,\qquad \mathbf D=[\varepsilon+\sigma gk]\mathbf E .$$

Ampère's law $k\hat z\times\mathbf H=-\omega\mathbf D$ reads $-i\sigma k\mathbf H=-\omega\mathbf D$, that is

$$-\frac{k^2}{\mu_0\omega}+\sigma\omega gk=-\omega\varepsilon-\sigma\omega gk
\quad\Rightarrow\quad k^2-2\sigma\mu_0\omega^2gk-\mu_0\varepsilon\omega^2=0. \tag{6}$$

The factor 2 has two equal sources, the electric dipole induced by $\mathbf B$ and the magnetic dipole induced by $\mathbf E$. Omitting the second would halve the rotation. The forward roots are $k_\sigma=\sigma\mu_0\omega^2g+\sqrt{\mu_0\varepsilon\omega^2+\mu_0^2\omega^4g^2}$. The square root is common to both, so $k_L-k_R=2\mu_0\omega^2NG$.

Light polarized along $\hat x$ at $z=0$ is half the sum of the two circular waves. With $\delta=(k_L-k_R)l/2$ and $\bar k$ the mean wave number, the field at $z=l$ is

$$\tfrac12e^{i\bar kl}\left[(\hat x+i\hat y)e^{i\delta}+(\hat x-i\hat y)e^{-i\delta}\right]=e^{i\bar kl}(\hat x\cos\delta-\hat y\sin\delta).$$

The observer facing the source sees the turn from $\hat x$ towards $-\hat y$ as clockwise. Hence $\varphi=\delta=\mu_0\omega^2NGl$, and inserting $G$ gives the first formula in (2). In terms of refractive indices, $\varphi/l=(\omega/2c)(n_L-n_R)$.

**Limits.** Far below all transitions, $\varphi/l\to(2\mu_0N\omega^2/3\hbar)\sum_nR_n/\omega_n^2$, so the rotation grows as $\omega^2$. Close to a level whose total strength $R_n$ is nonzero, (2) diverges and changes sign across the resonance; a level with zero strength leaves no such pole. There a line shape is needed, and absorption makes the emerging light elliptical.

**Mirror images.** Reflection reverses $\boldsymbol\mu\cdot\mathbf m$, so mirror-image molecules have opposite $R_n$ and opposite rotation. If a molecule coincides with its mirror image, the strength summed over each level equals its own negative and is zero.

## 5. The sum rule

The term $n=0$ may be added to the sum: for a real ground state $\mathbf m_{00}$ is imaginary, Hermiticity makes it real, and so it is zero. Closure then gives

$$\sum_nR_n=\mathrm{Im}\sum_n\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}=\mathrm{Im}\,\langle0|\boldsymbol\mu\cdot\mathbf m|0\rangle. \tag{7}$$

For one electron, $L_x=yp_z-zp_y$ contains no $p_x$ and commutes with $x$. Operators of different electrons commute as well. Thus $[\mu_a,m_a]=0$ for each axis $a$, and

$$(\mu_am_a)^\dagger=m_a\mu_a=\mu_am_a .$$

The product is Hermitian, its mean value is real, and the imaginary part in (7) vanishes. The proof holds for each Cartesian axis separately, so the $x$, $y$ and $z$ parts of the strengths each sum to zero.

The sum must be complete, with the continuum as an integral. In a finite basis with projector $\mathcal P$, the computed sum is $\mathrm{Im}\langle0|\boldsymbol\mu\cdot\mathcal P\mathbf m|0\rangle$. It vanishes if the basis contains either the vectors $\mu_a|0\rangle$ or the vectors $m_a|0\rangle$. A nonzero sum therefore signals an incomplete basis, but a zero sum does not prove a good one. For one electron in a direct product of $x$, $y$ and $z$ functions, the projected $x$ and the projected $L_x$ act on different factors and still commute, so the sum vanishes however small the basis. It does not test the individual excitation energies either.

**Two opposite bands.** If two transitions with $R_1=-R_2=R$ dominate, then

$$\frac{\varphi}{l}=\frac{2\mu_0N}{3\hbar}\,\frac{\omega^2R\,(\omega_2^2-\omega_1^2)}{(\omega_1^2-\omega^2)(\omega_2^2-\omega^2)} .$$

For $\omega_1<\omega_2$, the rotation below both bands has the sign of the lower band's strength, and it vanishes as the bands merge.

**High frequency.** Expanding $\omega^2/(\omega_n^2-\omega^2)=-1-\omega_n^2/\omega^2-\dots$ shows that the sum rule removes the constant term. For a local potential the next coefficient, $\sum_n\omega_n^2R_n$, vanishes as well: $\omega_n\boldsymbol\mu_{0n}$ is a momentum matrix element (Section 6) and $\omega_n\mathbf m_{n0}$ one of the torque, so closure makes the sum proportional to the mean of $\nabla\cdot(\mathbf r\times\nabla V)=0$. The expansion needs convergent higher moments and a wavelength still long compared with the molecule.

## 6. Choice of origin and of operator form

Moving the origin by $\mathbf a$ changes $\mathbf L$ by $-\mathbf a\times\mathbf p$ for each electron. With total momentum $\mathbf P$, $\mathbf m$ changes by $+(e/2m_e)\mathbf a\times\mathbf P$. For local potentials $[\sum\mathbf r,H]=i\hbar\mathbf P/m_e$. Its matrix element gives $-\hbar\omega_n(\sum\mathbf r)_{n0}=i\hbar\mathbf P_{n0}/m_e$, or

$$\mathbf P_{n0}=im_e\omega_n\Big(\sum\mathbf r\Big)_{n0}=-\frac{im_e\omega_n}{e}\boldsymbol\mu_{n0}. \tag{8}$$

The change of the rotational strength is therefore

$$\Delta R_n=\frac{e}{2m_e}\mathrm{Im}\,[\boldsymbol\mu_{0n}\cdot(\mathbf a\times\mathbf P_{n0})]=-\frac{\omega_n}2\,\boldsymbol\mu_{0n}\cdot(\mathbf a\times\boldsymbol\mu_{0n})=0 .$$

In a poor basis (8) fails and $R_n$ can depend on the origin, unless symmetry keeps $\boldsymbol\mu_{0n}$ and $\mathbf P_{n0}$ parallel, as in the model of Section 7. Using (8) to eliminate $\boldsymbol\mu_{0n}$ gives the velocity form

$$R_n=-\frac{e}{m_e\omega_n}\mathrm{Re}\,(\mathbf P_{0n}\cdot\mathbf m_{n0}).$$

Here an origin shift produces $\mathbf P_{0n}\cdot(\mathbf a\times\mathbf P_{n0})$ with $\mathbf P_{0n}=-\mathbf P_{n0}$. This is zero in any real basis, though the value itself may still be inaccurate. A nonlocal potential adds a term to the commutator and also changes the magnetic coupling, so neither form may then be used unaltered.

**The current form.** With the coupling $\mathbf p\cdot\mathbf A$, a circular wave with unit polarization vector $\mathbf e$ acts through $J=-(e/m_e)\sum(\mathbf e\cdot\mathbf p)e^{i\mathbf k\cdot\mathbf r}$. Expand the exponential to first order and split

$$(\mathbf k\cdot\mathbf r)(\mathbf e\cdot\mathbf p)=\tfrac12(\mathbf k\times\mathbf e)\cdot\mathbf L+\text{a symmetric part}.$$

The symmetric part is the quadrupole, which drops out of the average at this order. With $\mathbf k\times\mathbf e=-i\sigma k\mathbf e$ and (8),

$$J_{n0}=\mathbf e\cdot(i\omega_n\boldsymbol\mu_{n0}+\sigma k\,\mathbf m_{n0}),\qquad
\overline{|J_{n0}|^2}=\tfrac13\omega_n^2|\boldsymbol\mu_{0n}|^2+\tfrac23\sigma k\omega_nR_n+O(k^2).$$

The coupling is $-(JA_0e^{-i\omega t}+J^\dagger A_0^*e^{i\omega t})$, and the steps of Section 3 give the response of $J^\dagger$ as $\hbar^{-1}\sum_n[\,|J_{n0}|^2/(\omega_n-\omega)+|(J^\dagger)_{n0}|^2/(\omega_n+\omega)]$. Complex conjugation of $J$ in the position representation gives $-J^\dagger$, so with real eigenfunctions $(J^\dagger)_{n0}=-(J_{n0})^*$ and both terms contain this same squared modulus, with the total weight $2\omega_n/(\omega_n^2-\omega^2)$. The current response per molecule thus has the handed part

$$\frac{4\sigma k}{3\hbar}\sum_n\frac{\omega_n^2R_n}{\omega_n^2-\omega^2}. \tag{9}$$

The full current response $\Pi$ is this response plus the diamagnetic term $-n_ee^2/m_e$ from the $\mathbf A^2$ coupling ($n_e$ electrons), which is the same for both polarizations and leaves (9) unchanged. The wave equation is $k^2-\omega^2/c^2=\mu_0N\Pi$. Comparison with (6) requires the handed part to be $2\sigma k\omega^2G$, which is (9) with $\omega^2$ in the numerator. The two differ by $(4\sigma k/3\hbar)\sum_nR_n$. The sum rule thus makes the dipole and current descriptions agree, and a truncated sum separates them.

## 7. Worked example

In atomic units ($\hbar=m_e=e=1$), take one electron in

$$V=\tfrac12(w_x^2x^2+w_y^2y^2+w_z^2z^2)+Axyz+\lambda r^4,$$

with $w=(0.15,0.30,0.60)$, $A=0.02$ and $\lambda=0.0002$. The unequal frequencies and the $xyz$ term together make the well chiral. It is bounded below. Completing the square in $z$ gives $\frac12w_z^2z^2+Axyz\ge-A^2x^2y^2/2w_z^2$, while $\lambda r^4\ge4\lambda x^2y^2$, and $4\lambda=8.0\times10^{-4}$ exceeds $A^2/2w_z^2=5.6\times10^{-4}$.

The Hamiltonian is diagonalized in 969 oscillator products. With the real operator $\boldsymbol\Lambda=\mathbf r\times\nabla$, the moments are $\boldsymbol\mu=-\mathbf r$ and $\mathbf m=i\boldsymbol\Lambda/2$, so the quantity to code is

$$R_n=-\tfrac12\sum_a\langle0|x_a|n\rangle\langle n|\Lambda_a|0\rangle .$$

One atomic unit of $R$ is $471.44\times10^{-40}$ esu cm erg/G. For $N=10^{26}\ \mathrm{m^{-3}}$ the factor $K=2\mu_0N/3\hbar$ times this unit is 124.9 rad/m, or 7158 deg/m.

At 600 nm, $\omega=0.07594$. The lowest transition has $\omega_1=0.17285$ and $R_1=-0.004890$, and contributes

$$7158\times(-0.004890)\times\frac{0.005767}{0.029877-0.005767}=-8.37\ \text{deg/m}.$$

The six strongest transitions contribute $-8.37+9.29-7.50+4.29-1.12+0.21=-3.20$ deg/m. All states together give $G=-0.0551$ and a rotation of $-3.41$ deg/m, or $-0.05955$ rad/m, which is counterclockwise. The total is smaller than several of its parts: an error of 1% in the second contribution alone would shift it by 0.093 deg/m, or 2.7%.

The strengths sum to $-2.7\times10^{-12}$, while their absolute values sum to 0.128. The potential is unchanged when two coordinates reverse sign, so each active transition is polarized along one axis, and the sum rule applies to each axis. The listed strengths roughly pair off accordingly: for $z$ they are $-0.0390$ and $+0.0386$, while the $x$ and $y$ pairs leave 9% and 13% of the larger member to weaker transitions.

The six listed strengths leave a remainder of 0.001844, or 1.4% of the sum of absolute values. In the $\omega_n^2$ form this remainder adds $7158\times0.001844=13.2$ deg/m and turns $-3.20$ into $+10.0$ deg/m, which has the wrong sign. With all states, both forms give $-3.41$ deg/m. At 600 nm, below all transitions, the $\omega^2$ form is much the safer one for this truncated list, because each omitted term is smaller than in the $\omega_n^2$ form by the factor $\omega^2/\omega_n^2$. This advantage is lost when the light frequency lies above omitted transitions.

Several tests do not use (5) to obtain $G$. The response to circular light with the factor $e^{i\mathbf k\cdot\mathbf r}$ expanded to third order in $k$, averaged over directions, gives $-0.0551$. For light along $x$, $y$ and $z$ the same quantity is $+0.184$, $-0.606$ and $+0.257$. Two of these have the opposite sign to their mean, so one orientation cannot stand for the isotropic sample. They are differences of circular responses, not rotation angles, because an oriented sample is also linearly birefringent. Time propagation in an oscillating magnetic field reproduces the formula to about $10^{-4}$ of its value within the same 60 states. A separate numerical solution of Maxwell's equations takes the constitutive relations of Section 4 as given, with an artificially large $g$, and confirms the step from $g$ to $\varphi=\mu_0\omega^2gl$ in size and sense (0.300000 rad both ways).

The refractive index exceeds 1 by $1.7\times10^{-3}$. The Lorentz local-field factor $(n^2+2)/3$ then differs from 1 by $1.1\times10^{-3}$, which indicates the size of the neglected local-field effect here. In a liquid this correction is no longer small, and the solvent can also alter the molecular states. The remaining values are in the numerical output below.

## Computed values

```
Well frequencies x, y, z (a.u.): 0.15 0.3 0.6
Chiral coefficient A (a.u.): 0.02
Quartic coefficient lam (a.u.): 0.0002
Wavelength (nm): 600
Light frequency omega (a.u.): 0.07594
Number density (1/m^3): 1.0e+26
Basis functions: 969
Ground-state energy (hartree): 0.53469
Lowest excitation (hartree): 0.17285
Six strongest transitions: number, axis, omega_n (a.u.), R_n (a.u.), part of rotation (deg/m)
    1 x 0.17285 -0.004890 -8.3720
    2 y 0.30655 +0.019852 +9.2895
    4 z 0.46953 -0.039022 -7.5024
    6 z 0.61437 +0.038643 +4.2915
   11 y 0.80034 -0.017193 -1.1180
   13 x 0.93090 +0.004454 +0.2136
Sum of these six R_n (a.u.): +0.001844
Sum of |R_n|, all states (a.u.): 0.127667
Sum of R_n, all states (a.u.): -2.7e-12
One a.u. of R (1e-40 esu cm erg/G): 471.44
Largest R_n (1e-40 esu cm erg/G): -18.397
G from Rosenfeld sum (a.u.): -0.055106
G from circular light, averaged (a.u.): -0.055106
Same quantity, light along x, y, z (a.u.): +0.1841 -0.6061 +0.2567
G from time propagation, 60 states (a.u.): -0.055100
G from formula, same 60 states (a.u.): -0.055106
G of the mirror image (a.u.): 0.055106
Relative change of G with smaller basis: 2.4e-07
Maxwell test, rotation from modes (rad): 0.300000
Maxwell test, rotation from formula (rad): 0.300000
Origin shift, largest change of R_n (a.u.): 1.4e-09
Origin shift, largest change of one axis part (a.u.): 0.0665
Mean polarizability (a.u.): 18.4987
Refractive index minus 1: 1.721e-03
Lorentz local-field factor minus 1: 1.148e-03
n_L - n_R: -1.1373e-08
Rotation (rad/m): -0.05955
Rotation (deg/m): -3.4119
Rotation, omega_n^2 form, all states (deg/m): -3.4119
Rotation, omega^2 form, six states (deg/m): -3.1978
Rotation, omega_n^2 form, six states (deg/m): 10.0010
```
